# Counting dangling bonds on the Si(111)-7x7 surface: a program that tests the result

```python
# Result under test: the dimer-adatom-stacking-fault (DAS) n x n cell of
# Si(111), n odd, has D(n) = (n-1)^2/2 + 1 dangling bonds; D(7) = 19,
# made of 12 adatoms + 6 rest atoms + 1 corner hole, against 49 when ideal.
# Method: construct coordinates, find bonds from distances, count 4 - bonds.
# Lengths inside the program are in units of the bulk bond length.
# Layers, bottom to top: anchor, lower, base, dimer, rest, adatom.
# The anchor layer stands for the bulk; its free valences are not counted.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

SURFACE_PERIOD = np.sqrt(8 / 3)          # 1x1 period / bond length
UNIT = SURFACE_PERIOD * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])


def build(n, ideal=False, dimers=True, adatoms=True, keep_corner=False):
    """Return positions and layer labels of one n x n cell."""
    sites, labels = [], []

    def add(label, u, v, z):
        x, y = np.array([u, v]) @ UNIT
        sites.append((x, y, z))
        labels.append(label)

    shift = (1 - 1 / SURFACE_PERIOD) / 2  # brings dimer partners to one bond
    for i in range(n):
        for j in range(n):
            add("anchor", i + 2 / 3, j + 2 / 3, -4 / 3)
            add("lower", i + 2 / 3, j + 2 / 3, -1 / 3)
            add("base", i, j, 0)
            if ideal:
                add("dimer", i, j, 1)
                add("rest", i + 1 / 3, j + 1 / 3, 4 / 3)
                continue
            if i + j <= n - 2:
                add("rest", i + 2 / 3, j + 2 / 3, 4 / 3)
            if i + j >= n:
                add("rest", i + 1 / 3, j + 1 / 3, 4 / 3)
            if i == 0 and j == 0:
                if keep_corner:
                    add("dimer", 0, 0, 1)
                continue
            du = dv = 0.0
            if dimers:
                if j == 0:
                    du = shift if i % 2 else -shift
                elif i == 0:
                    dv = shift if j % 2 else -shift
                elif i + j == n:
                    du = shift if i % 2 else -shift
                    dv = -du
            add("dimer", i + du, j + dv, 1)
    if adatoms and not ideal:
        for i in range(0, n - 2, 2):
            for j in range(0, n - 2 - i, 2):
                add("adatom", i + 1, j + 1, 5 / 3)
                add("adatom", n - 1 - i, n - 1 - j, 5 / 3)
    return np.array(sites), np.array(labels)


def separations(pos, n):
    """Nearest-image vectors, their lengths, and the lattice shifts used."""
    cell = n * UNIT
    vec = pos[None, :, :] - pos[:, None, :]
    wrap = np.zeros_like(vec)
    wrap[:, :, :2] = np.round(vec[:, :, :2] @ np.linalg.inv(cell)) @ cell
    vec = vec - wrap
    dist = np.linalg.norm(vec, axis=2)
    np.fill_diagonal(dist, np.inf)
    return vec, dist, wrap


def bond_table(pos, n):
    dist = separations(pos, n)[1]
    return (dist > 0.9) & (dist < 1.1)


def dangling(pos, labels, n):
    """Free valences per layer, from the distance-based bond table."""
    free = 4 - bond_table(pos, n).sum(axis=1)
    assert np.all(free >= 0)
    names = ("lower", "base", "dimer", "rest", "adatom")
    return {name: int(free[labels == name].sum()) for name in names}


def total(n, **options):
    return sum(dangling(*build(n, **options), n).values())


# Stages of the reconstruction for n = 7
N = 7
pos, labels = build(N)
final = dangling(pos, labels, N)
ideal_count = total(N, ideal=True)
no_dimer = total(N, dimers=False, adatoms=False)
no_adatom = total(N, adatoms=False)
corner_kept = total(N, keep_corner=True)
final_count = sum(final.values())
assert ideal_count == N**2
assert (no_dimer, no_adatom, final_count) == (61, 43, 19)
assert (final["adatom"], final["rest"], final["base"]) == (12, 6, 1)
assert final["dimer"] == 0 and final["lower"] == 0
assert corner_kept == final_count + 2
one_removed = np.arange(len(pos)) != np.flatnonzero(labels == "adatom")[0]
missing_one = sum(dangling(pos[one_removed], labels[one_removed], N).values())
assert missing_one == final_count + 2

# Number of dimers, and stacking seen along each base-to-dimer-layer bond
bonds = bond_table(pos, N)
vec = separations(pos, N)[0]
is_dimer = labels == "dimer"
dimer_pairs = int(bonds[np.ix_(is_dimer, is_dimer)].sum() // 2)
assert dimer_pairs == 3 * (N - 1) // 2
eclipsed = staggered = wall_atoms = 0
for atom in np.flatnonzero(is_dimer):
    above = np.flatnonzero(bonds[atom] & (labels == "rest"))
    if len(above) == 2:
        wall_atoms += 1
        continue
    below = np.flatnonzero(bonds[atom] & (labels == "base"))[0]
    foot = np.flatnonzero(bonds[below] & (labels == "lower"))[0]
    up, down = vec[atom, above[0]], vec[below, foot]
    twist = np.degrees(np.arctan2(up[1], up[0])
                       - np.arctan2(down[1], down[0])) % 120
    twist = min(twist, 120 - twist)
    eclipsed += twist < 1
    staggered += abs(twist - 60) < 1
assert eclipsed == staggered == (N - 1) * (N - 2) // 2
assert wall_atoms == 3 * (N - 1)

# General law against explicit structures
family = {}
for size in (3, 5, 7, 9, 11):
    p, l = build(size)
    c = dangling(p, l, size)
    family[size] = (c["adatom"], c["rest"], sum(c.values()))
    assert c["adatom"] == (size**2 - 1) // 4
    assert c["rest"] == (size - 1) * (size - 3) // 4
    assert sum(c.values()) == (size - 1)**2 // 2 + 1

# Exhaustive packing of T4 adatoms on the 21 rest-layer atoms of one half
triangles = [{(i, j), (i + 1, j), (i, j + 1)}
             for i in range(5) for j in range(5 - i)]


def packings(k):
    return sum(len(set().union(*choice)) == 3 * k
               for choice in combinations(triangles, k))


six_ways, seven_ways = packings(6), packings(7)
assert six_ways > 0 and seven_ways == 0

# Keating relaxation: bond topology fixed, anchor layer fixed
STIFFNESS_RATIO = 0.3                    # bending / stretching, round value
wrap = separations(pos, N)[2]
start, end = np.nonzero(bonds)
bond_wrap = wrap[start, end]
angle_pairs = np.array([pair for atom in range(len(pos))
                        for pair in combinations(
                            np.flatnonzero(start == atom), 2)])
first, second = angle_pairs.T
movable = labels != "anchor"


def keating(flat):
    x = pos.copy()
    x[movable] = flat.reshape(-1, 3)
    r = x[end] - x[start] - bond_wrap
    stretch = (r**2).sum(axis=1) - 1
    bend = (r[first] * r[second]).sum(axis=1) + 1 / 3
    energy = (3 / 16 * (stretch**2).sum()
              + 3 / 8 * STIFFNESS_RATIO * (bend**2).sum())
    force = 0.75 * stretch[:, None] * r
    weight = 0.75 * STIFFNESS_RATIO * bend[:, None]
    np.add.at(force, first, weight * r[second])
    np.add.at(force, second, weight * r[first])
    gradient = np.zeros_like(x)
    np.add.at(gradient, end, force)
    np.add.at(gradient, start, -force)
    return energy, gradient[movable].ravel()


x0 = pos[movable].ravel()
direction = np.random.default_rng(1).normal(size=x0.size)
step = 1e-5
slope = (keating(x0 + step * direction)[0]
         - keating(x0 - step * direction)[0]) / (2 * step)
exact_slope = keating(x0)[1] @ direction
assert abs(slope - exact_slope) < 1e-5 * (1 + abs(exact_slope))
fit = minimize(keating, x0, jac=True, method="L-BFGS-B",
               options={"maxiter": 3000, "maxfun": 4000,
                        "ftol": 1e-13, "gtol": 1e-6})
assert np.abs(fit.jac).max() < 1e-3 and fit.fun < keating(x0)[0]
relaxed = pos.copy()
relaxed[movable] = fit.x.reshape(-1, 3)
dist = separations(relaxed, N)[1]
bond_lengths = dist[bonds]
assert np.abs(bond_lengths - 1).max() < 0.15
# The atom under each adatom: nearest dimer-layer atom, not bonded to it
close = np.zeros_like(bonds)
for atom in np.flatnonzero(labels == "adatom"):
    under = np.flatnonzero(is_dimer)[np.argmin(dist[atom, is_dimer])]
    close[atom, under] = close[under, atom] = True
assert not np.any(close & bonds)
under_distance = dist[close]
other_nonbonded = dist[~bonds & ~close].min()
assert other_nonbonded > 1.2
CUTOFF = 1.2
coordination = (dist < CUTOFF).sum(axis=1)
naive = int(np.maximum(0, 4 - coordination)[movable].sum())

# Silicon numbers and neglected effects
a_nm = physical_constants["lattice parameter of silicon"][0] * 1e9
bond_nm = a_nm * np.sqrt(3) / 4
period_nm = a_nm / np.sqrt(2)
area_nm2 = N**2 * abs(np.linalg.det(UNIT)) * bond_nm**2
assert abs(area_nm2 - N**2 * np.sqrt(3) / 4 * a_nm**2) < 1e-9
per_cm2 = 1e14 / area_nm2
electrons = final_count
filled = 2 * (final["rest"] + final["base"])
vacancy_share = 0.01
extra = vacancy_share * final["adatom"] * (missing_one - final_count)
miscut_deg = 0.1
step_nm = 4 / 3 * bond_nm
terrace_nm = step_nm / np.tan(np.radians(miscut_deg))
row_nm = N * period_nm * np.sqrt(3) / 2
expansion, heating = 4e-6, 800.0
density_loss = 1 - 1 / (1 + expansion * heating)**2

print("Si lattice parameter: %.4f nm" % a_nm)
print("bulk bond length: %.4f nm" % bond_nm)
print("1x1 surface period: %.4f nm" % period_nm)
print("7x7 cell area: %.3f nm^2" % area_nm2)
for name in ("adatom", "rest", "dimer", "base"):
    print("atoms in %s layer: %d" % (name, (labels == name).sum()))
print("dimers per cell: %d" % dimer_pairs)
print("wall atoms with two rest-layer neighbours: %d" % wall_atoms)
print("dimer-layer atoms eclipsed / staggered: %d / %d"
      % (eclipsed, staggered))
print("dangling bonds, ideal surface: %d" % ideal_count)
print("dangling bonds, fault + corner hole only: %d" % no_dimer)
print("dangling bonds, with dimers added: %d" % no_adatom)
print("dangling bonds, with adatoms added: %d" % final_count)
print("  on adatoms / rest atoms / corner hole: %d / %d / %d"
      % (final["adatom"], final["rest"], final["base"]))
print("dangling bonds if corner atom is kept: %d" % corner_kept)
print("dangling bonds if one adatom is missing: %d" % missing_one)
print("ways to place 6 / 7 T4 adatoms in one half: %d / %d"
      % (six_ways, seven_ways))
for size, (ad, rest, count) in family.items():
    print("n=%d: adatoms %d, rest atoms %d, total %d, per 1x1 cell %.4f"
          % (size, ad, rest, count, count / size**2))
print("dangling-bond density, ideal: %.3e cm^-2" % (ideal_count * per_cm2))
print("dangling-bond density, 7x7: %.3e cm^-2" % (final_count * per_cm2))
print("fraction of dangling bonds removed: %.1f %%"
      % (100 * (1 - final_count / ideal_count)))
print("electrons: total %d, in rest atoms + corner hole %d, left %d"
      % (electrons, filled, electrons - filled))
print("Keating bending/stretching ratio (chosen): %.1f" % STIFFNESS_RATIO)
print("relaxed bond lengths, min / max: %.4f / %.4f nm"
      % (bond_lengths.min() * bond_nm, bond_lengths.max() * bond_nm))
print("largest bond-length change: %.1f %%"
      % (100 * np.abs(bond_lengths - 1).max()))
print("adatom to atom beneath, unrelaxed: %.4f nm" % (2 / 3 * bond_nm))
print("adatom to atom beneath, relaxed min / max: %.4f / %.4f nm"
      % (under_distance.min() * bond_nm, under_distance.max() * bond_nm))
print("next shortest non-bonded distance: %.4f nm"
      % (other_nonbonded * bond_nm))
print("naive count, every pair within %.4f nm a bond: %d"
      % (CUTOFF * bond_nm, naive))
print("missing adatoms (chosen): %.1f %%, extra dangling bonds/cell: %.2f"
      % (100 * vacancy_share, extra))
print("miscut (chosen): %.1f deg, step height %.4f nm, terrace %.0f nm"
      % (miscut_deg, step_nm, terrace_nm))
print("surface share of one 7x7 row per terrace: %.1f %%"
      % (100 * row_nm / terrace_nm))
print("rough expansion %.0e 1/K over %.0f K: density lower by %.2f %%"
      % (expansion, heating, 100 * density_loss))
print("tests ok")
```

Running it gives:

```
Si lattice parameter: 0.5431 nm
bulk bond length: 0.2352 nm
1x1 surface period: 0.3840 nm
7x7 cell area: 6.258 nm^2
atoms in adatom layer: 12
atoms in rest layer: 42
atoms in dimer layer: 48
atoms in base layer: 49
dimers per cell: 9
wall atoms with two rest-layer neighbours: 18
dimer-layer atoms eclipsed / staggered: 15 / 15
dangling bonds, ideal surface: 49
dangling bonds, fault + corner hole only: 61
dangling bonds, with dimers added: 43
dangling bonds, with adatoms added: 19
  on adatoms / rest atoms / corner hole: 12 / 6 / 1
dangling bonds if corner atom is kept: 21
dangling bonds if one adatom is missing: 21
ways to place 6 / 7 T4 adatoms in one half: 1 / 0
n=3: adatoms 2, rest atoms 0, total 3, per 1x1 cell 0.3333
n=5: adatoms 6, rest atoms 2, total 9, per 1x1 cell 0.3600
n=7: adatoms 12, rest atoms 6, total 19, per 1x1 cell 0.3878
n=9: adatoms 20, rest atoms 12, total 33, per 1x1 cell 0.4074
n=11: adatoms 30, rest atoms 20, total 51, per 1x1 cell 0.4215
dangling-bond density, ideal: 7.830e+14 cm^-2
dangling-bond density, 7x7: 3.036e+14 cm^-2
fraction of dangling bonds removed: 61.2 %
electrons: total 19, in rest atoms + corner hole 14, left 5
Keating bending/stretching ratio (chosen): 0.3
relaxed bond lengths, min / max: 0.2200 / 0.2477 nm
largest bond-length change: 6.4 %
adatom to atom beneath, unrelaxed: 0.1568 nm
adatom to atom beneath, relaxed min / max: 0.2298 / 0.2311 nm
next shortest non-bonded distance: 0.3402 nm
naive count, every pair within 0.2822 nm a bond: 7
missing adatoms (chosen): 1.0 %, extra dangling bonds/cell: 0.24
miscut (chosen): 0.1 deg, step height 0.3136 nm, terrace 180 nm
surface share of one 7x7 row per terrace: 1.3 %
rough expansion 4e-06 1/K over 800 K: density lower by 0.64 %
tests ok
```
